# Are Liquid-State Pseudopure States Entangled?

**Q:** I have two coupled spins-1/2 in a liquid. I prepare a pseudopure state, apply a Hadamard gate and a controlled-NOT, and do tomography. The reconstructed matrix is that of the Bell state $|\Phi\rangle=(|00\rangle+|11\rangle)/\sqrt2$. I conclude that the two spins in each molecule are entangled. What could be wrong with that?

**A:** The reconstructed matrix is a rescaled part of the density matrix. Entanglement is a property of the whole density matrix, so we need the part that was left out. For $n$ spins, with $D=2^n$, a pseudopure state is

$$\rho=(1-\varepsilon)\frac{I}{D}+\varepsilon|\psi\rangle\langle\psi| .$$

Your tomography shows $|\psi\rangle\langle\psi|$. It does not show how large $\varepsilon$ is.

**Q:** Why does the spectrum not tell me?

**A:** An NMR signal is the expectation value of a traceless observable $A$. Since $\mathrm{Tr}(IA)=0$,

$$\mathrm{Tr}(\rho A)=\varepsilon\langle\psi|A|\psi\rangle .$$

All signals have the pure-state pattern, multiplied by one common factor. If you normalise to a reference signal measured on the same pseudopure state, which carries the same factor, it drops out.

**Q:** Then let us find the factor. How large can it be?

**A:** Take spins of equal Larmor frequency $\nu$ and neglect their couplings in the equilibrium state, so that $H=-\tfrac12h\nu\sum_jZ_j$. I write $X,Y,Z$ for the Pauli matrices, and $|0\rangle$ is the lower level. The population of $|0\rangle$ for one spin is

$$\frac{e^{h\nu/2kT}}{e^{h\nu/2kT}+e^{-h\nu/2kT}}=\frac{1+p}{2},\qquad p=\tanh\frac{h\nu}{2kT}.$$

The largest population of the $n$-spin system is therefore $P=[(1+p)/2]^n$. Now average the other $D-1$ populations by permuting them in repeated experiments. Each becomes $(1-P)/(D-1)$, which must equal $(1-\varepsilon)/D$. Hence

$$\varepsilon=1-\frac{D(1-P)}{D-1}=\frac{DP-1}{D-1}=\frac{(1+p)^n-1}{2^n-1}.$$

No other averaging over unitaries does better. For any unit vector $\phi$, unitaries $U_k$ and probabilities $q_k$,

$$\sum_kq_k\langle\phi|U_k\rho_{\rm th}U_k^\dagger|\phi\rangle\le\sum_kq_kP=P ,$$

because no expectation value of $\rho_{\rm th}$ exceeds its largest eigenvalue. A pseudopure state has largest eigenvalue $(1-\varepsilon)/D+\varepsilon=[1+(D-1)\varepsilon]/D$. Requiring this to be at most $P$ gives the same $\varepsilon$ as an upper limit.

For round parameters take $\nu=125$ MHz and $T=300$ K. Then $h\nu/kT=2.000\times10^{-5}$ and $p=1.000\times10^{-5}$. For two spins,

$$\varepsilon=\frac{2p+p^2}{3}=6.67\times10^{-6}.$$

Your gates turn $|00\rangle$ into $|\Phi\rangle$ and leave the identity alone, so this is also the weight of the Bell state.

**Q:** A small weight, but not zero. I would say that about seven molecules in a million are in a Bell state and the rest are random. Then there is a little entanglement.

**A:** That is one recipe for making $\rho$, and a density matrix has many. All recipes for the same $\rho$ give the same statistics for every measurement on a molecule drawn from the ensemble. A state is called separable if at least one recipe uses product states alone:

$$\rho=\sum_kq_k\,\rho_k^{(1)}\otimes\cdots\otimes\rho_k^{(n)},\qquad q_k\ge0 .$$

It is entangled if no such recipe exists. Finding a Bell state in one recipe does not settle the matter.

**Q:** Can you show me a recipe without Bell states for my sample?

**A:** Yes, and I can do it for any two-spin $\psi$. Local changes of basis bring $\psi$ to its Schmidt form $a|00\rangle+b|11\rangle$, with $a,b\ge0$ and $a^2+b^2=1$. They turn product states into product states, so nothing is lost. Consider

$$|\chi_\varphi\rangle=\frac{|0\rangle+e^{i\varphi}|1\rangle}{\sqrt2}\otimes\frac{|0\rangle+e^{-i\varphi}|1\rangle}{\sqrt2}
=\tfrac12\left(|00\rangle+e^{-i\varphi}|01\rangle+e^{i\varphi}|10\rangle+|11\rangle\right).$$

Average its projector over $\varphi=0,\,2\pi/3,\,4\pi/3$. The coherence between $|00\rangle$ and $|11\rangle$ carries no phase and survives. The other coherences carry $e^{\pm i\varphi}$ or $e^{\pm2i\varphi}$, and each of these sums to zero over the three angles. The average is

$$M=\tfrac14\left(I+|00\rangle\langle11|+|11\rangle\langle00|\right).$$

The state $\rho$ has the coherence $\varepsilon ab$ between $|00\rangle$ and $|11\rangle$, so weight $4\varepsilon ab$ of $M$ supplies all of it. What remains, $R=\rho-4\varepsilon ab\,M$, is diagonal:

$$R_{01}=R_{10}=\frac{1-\varepsilon}{4}-\varepsilon ab,$$

$$R_{00}=\frac{1-\varepsilon}{4}-\varepsilon ab+\varepsilon a^2,\qquad R_{11}=\frac{1-\varepsilon}{4}-\varepsilon ab+\varepsilon b^2 .$$

If the first line is not negative, neither is the second. Then $R$ is a mixture of the product states $|00\rangle,|01\rangle,|10\rangle,|11\rangle$, and $\rho$ is separable. The condition is $1-\varepsilon\ge4\varepsilon ab$, or

$$\varepsilon\le\frac{1}{1+4ab}.$$

For your Bell state $ab=1/2$. The three phase states together have weight $2\varepsilon=1.33\times10^{-5}$. The weights of $|00\rangle$ and $|11\rangle$ are $(1-\varepsilon)/4=0.249998$ each, and those of $|01\rangle$ and $|10\rangle$ are $(1-3\varepsilon)/4=0.249995$ each. These are positive probabilities with sum one, and they reproduce your state, coherence included.

**Q:** So the state is separable up to $\varepsilon=1/3$. Might a cleverer recipe go further?

**A:** No, and partial transposition shows it. Transpose the matrix of the first spin and leave the second. A product state $\rho^{(1)}\otimes\rho^{(2)}$ becomes $(\rho^{(1)})^{T}\otimes\rho^{(2)}$, which has the same nonnegative eigenvalues. Any separable state must therefore stay free of negative eigenvalues.

In $\rho$ the operation moves $|00\rangle\langle11|$ to $|10\rangle\langle01|$. In the space of $|01\rangle$ and $|10\rangle$ we get

$$\begin{pmatrix}(1-\varepsilon)/4&\varepsilon ab\\ \varepsilon ab&(1-\varepsilon)/4\end{pmatrix},\qquad
\lambda_\pm=\frac{1-\varepsilon}{4}\pm\varepsilon ab .$$

The eigenvalue $\lambda_-$ is negative when $\varepsilon>1/(1+4ab)$. The recipe thus fails at the very point where entanglement is proved, and the threshold is sharp. Since $ab\le1/2$, its lowest value is $1/3$. This is the Werner threshold: a Werner state is the same mixture with the singlet, and the singlet differs from $|\Phi\rangle$ by a local rotation.

In your sample $\lambda_-=1/4-3\varepsilon/4=0.249995$, whereas the pure Bell state has $-1/2$. Your $\varepsilon$ would have to grow by a factor of $5.0\times10^4$ to reach $1/3$.

**Q:** Yet if I insert my measured correlations into the CHSH expression, I get $2\sqrt2$. That exceeds the limit of 2 for separable states.

**A:** You inserted normalised correlations. With $B_\pm=(Z\pm X)/\sqrt2$, the CHSH operator is

$$S=Z\otimes(B_++B_-)+X\otimes(B_+-B_-)=\sqrt2\,(Z\otimes Z+X\otimes X).$$

Both products have expectation value 1 in $|\Phi\rangle$, which gives your $2\sqrt2=2.83$. But $S$ is traceless, so the sample itself has

$$\mathrm{Tr}(\rho S)=2\sqrt2\,\varepsilon=1.89\times10^{-5}.$$

The limit of 2 applies to this number. In a product state let the local averages be $z,x$ for the first spin and $b_\pm$ for the second, all between $-1$ and $1$. Then

$$|z(b_++b_-)+x(b_+-b_-)|\le|b_++b_-|+|b_+-b_-|=2\max(|b_+|,|b_-|)\le2,$$

and mixing cannot raise the limit. For these particular settings the separable limit is even lower. In a product state $|\langle Z\rangle_1\langle Z\rangle_2+\langle X\rangle_1\langle X\rangle_2|\le1$, because each Bloch vector has length at most 1, so $|\mathrm{Tr}(\rho S)|\le\sqrt2$. The limit was derived for averages over the whole ensemble. Dividing by $\varepsilon$ discards the part that makes the state separable. A value below 2 is not by itself a proof of separability; the recipe above is.

**Q:** Your argument uses the special form of the state. Suppose I skip the averaging and apply an arbitrary pulse sequence to the thermal state. Surely an entangling gate entangles something.

**A:** For that we need a bound that holds for every $\rho_1$ in $\rho=(1-\varepsilon)I/D+\varepsilon\rho_1$. Let a unit vector $\mathbf s$ run over the six directions $\pm x,\pm y,\pm z$. Then $\sum_{\mathbf s}s_a=0$ and $\sum_{\mathbf s}s_as_b=2\delta_{ab}$. Any one-spin operator $A$ satisfies

$$A=\frac16\sum_{\mathbf s}\mathrm{Tr}[A(I+3\mathbf s\cdot\boldsymbol\sigma)]\,\frac{I+\mathbf s\cdot\boldsymbol\sigma}{2}.$$

To see this, put $A=I$: the trace is 2 and the sum gives $I$. Put $A=\sigma_b$: the trace is $6s_b$ and the sum gives $\tfrac12\sum_{\mathbf s}s_bs_a\sigma_a=\sigma_b$, with $a$ summed over. These four operators span all $A$. Applying the identity to each spin in turn gives

$$\rho=\sum_{\mathbf s_1\ldots\mathbf s_n}w\,\prod_j\frac{I+\mathbf s_j\cdot\boldsymbol\sigma_j}{2},\qquad
w=\frac{1}{6^n}\mathrm{Tr}\Big[\rho\prod_j(I+3\mathbf s_j\cdot\boldsymbol\sigma_j)\Big].$$

The operators in the sum are product states. If all weights $w$ are nonnegative, $\rho$ is separable.

Each factor $I+3\mathbf s\cdot\boldsymbol\sigma$ has eigenvalues $4$ and $-2$. A negative product needs an odd number of factors $-2$, and it is most negative with one of them: $-2\cdot4^{n-1}=-2^{2n-1}$. The identity part of $\rho$ contributes $1-\varepsilon$ to $6^nw$, since each factor has trace 2. Therefore

$$6^nw\ge1-\varepsilon-2^{2n-1}\varepsilon,$$

and $\rho$ is separable whenever

$$\varepsilon\le\frac{1}{1+2^{2n-1}} .$$

This is the Braunstein bound. For two spins it is $1/9$.

**Q:** And how does it cover my arbitrary pulse sequence?

**A:** A unitary does not change eigenvalues. The smallest one of the thermal state is $[(1-p)/2]^n$, so I can subtract that multiple of the identity and leave a positive remainder. The state after any unitary has the required form with

$$1-\varepsilon_U=(1-p)^n,\qquad\varepsilon_U=1-(1-p)^n\approx np\quad(np\ll1).$$

For your two spins $\varepsilon_U=2.0\times10^{-5}$, far below $1/9$. No pulse sequence that acts as a unitary on these two spins can entangle them. Averaging over sequences does not help, since a mixture of separable states is separable.

"Entangling gate" describes what the gate does to some inputs, such as suitable pure product states. It makes no promise about a highly mixed input. The guarantee for two spins holds up to $(1-p)^2=8/9$, or $p=0.057$. At $p=0.9$ the same Hadamard and controlled-NOT, applied directly to the thermal state, give a partial-transpose eigenvalue of $-0.40$, and the output is entangled.

**Q:** You now have two numbers, $1/9$ and $1/3$. Is a Bell-type state between them entangled or not?

**A:** It is separable, by the phase recipe. The Braunstein bound is sufficient and no more: beyond it the six-axis recipe can acquire negative weights, but another recipe may work. An extreme case is $\psi=|10\ldots0\rangle$. Its pseudopure state is diagonal in the product basis and hence separable for every $\varepsilon$ from 0 to 1. Yet some six-axis weight turns negative as soon as $\varepsilon$ passes the bound, because $\psi$ is the eigenvector with eigenvalue $-2^{2n-1}$ when all $\mathbf s_j$ point along $+z$.

For your Bell state the local averages vanish, and the correlations are $\langle XX\rangle=\langle ZZ\rangle=1$ and $\langle YY\rangle=-1$. The weights are therefore given by $36w=1$ or $1\pm9\varepsilon$. Numerically they lie between $0.99994$ and $1.00006$. The sample is close to an even mixture of all 36 axis states.

**Q:** With more spins the bound falls as $4^{-n}$. Do larger molecules become entangled, then?

**A:** They leave the range of the guarantee, which is a weaker statement. At $p=1.0\times10^{-5}$, pseudopure states of any $\psi$ are guaranteed separable up to 13 spins, where $\varepsilon=1.59\times10^{-8}$ and the bound is $2.98\times10^{-8}$. At 14 spins $\varepsilon=8.5\times10^{-9}$ exceeds the bound of $7.5\times10^{-9}$, and the question is open as far as this argument goes. For arbitrary unitaries on the thermal state, $\varepsilon_U$ stays below the bound up to 7 spins. This estimate uses only the smallest thermal eigenvalue. With the whole spectrum, the worst unitary pairs the largest thermal eigenvalues with the most negative eigenvalues of $\prod_j(I+3\mathbf s_j\cdot\boldsymbol\sigma_j)$, and the six-axis weights then stay nonnegative up to 9 spins. The numbers 13 and 7 mark where this argument stops, not where entanglement begins.

For the cat state $(|0\ldots0\rangle+|1\ldots1\rangle)/\sqrt2$ we can do better. Partial transposition of one spin gives, as before, the lowest eigenvalue

$$\lambda_-=\frac{1-\varepsilon}{2^n}-\frac{\varepsilon}{2},$$

which is negative for $\varepsilon>1/(1+2^{n-1})$.

For the converse, average the product states $\prod_j(|0\rangle+e^{i\varphi_j}|1\rangle)/\sqrt2$ with $\sum_j\varphi_j=0$. Let $\varphi_1,\ldots,\varphi_{n-1}$ take the three angles independently, which fixes $\varphi_n$. The matrix element between bit strings $x$ and $y$ has the phase

$$\sum_{j<n}\big[(x_j-y_j)-(x_n-y_n)\big]\varphi_j .$$

Each bracket is an integer from $-2$ to $2$, so the average vanishes unless every bracket is zero. Then all differences $x_j-y_j$ are equal: the strings are the same, or they are $0\ldots0$ and $1\ldots1$. The average is $(I+|0\ldots0\rangle\langle1\ldots1|+\mathrm{h.c.})/2^n$. Weight $2^{n-1}\varepsilon$ of it supplies the cat coherence $\varepsilon/2$. The diagonal remainder is $(1-\varepsilon)/2^n$ for the two extreme strings and $\lambda_-$ for the others. The state is thus fully separable up to the point where it becomes entangled.

**Q:** Then when does a pseudopure cat state made from thermal spins cross the line?

**A:** Insert the thermal $\varepsilon$:

$$(1+p)^n-1>\frac{2^n-1}{1+2^{n-1}}=\frac{2(1+2^{n-1})-3}{1+2^{n-1}}=2-\frac{3}{1+2^{n-1}},$$

$$(1+p)^n>3-\frac{3}{1+2^{n-1}} .$$

For small $p$ the solution has large $n$. The last term is then negligible, and $n\approx\ln3/p=1.0986/(1.000\times10^{-5})\approx1.1\times10^5$ spins, assuming perfect gates and equal polarisation. The 14-spin cat state, which the general bound left open, is separable: its threshold is $1.2\times10^{-4}$.

For two spins the condition reads $(1+p)^2>2$, so $p>\sqrt2-1=0.414$. In thermal equilibrium at 125 MHz that requires

$$T<\frac{h\nu}{2k\,\mathrm{artanh}(\sqrt2-1)}=6.8\ \mathrm{mK}.$$

No NMR solution is liquid at that temperature, so cooling is not a route for your sample. The spin number and the temperature found here belong to the pseudopure state. A gate sequence applied to the thermal state without averaging can have a different threshold.

What matters is how far the state is from $I/D$, and polarisation is only one form of such order. A mixture of $I/4$ with the singlet has no one-spin polarisation, yet it is entangled once the singlet weight $\varepsilon$ exceeds $1/3$. If a non-equilibrium method supplies enough order in a warm liquid, the spins can be entangled there too, and the thermal value of $\varepsilon$ no longer applies.

**Q:** What may I still claim about my experiment?

**A:** You may claim that the gates acted on the deviation as they would on a pure state, and that the sample carries a real coherence between $|00\rangle$ and $|11\rangle$, of size $\varepsilon/2=3.3\times10^{-6}$. You may not claim that the spins were entangled.

Nor does separability show that the whole experiment has an efficient classical description. We have found a product-state recipe for the state at a given moment. We have not found a classical rule that carries one recipe into the next, at low cost, as the gates act on many spins. The main values are collected in the numerical output.

## Computed results

```
Larmor frequency: 125 MHz
temperature: 300 K
h nu / kT: 1.9997e-05 (dimensionless)
polarisation p: 9.9984e-06 (dimensionless)
two-spin pseudopure eps: 6.6656e-06 (dimensionless)
Braunstein bound, n=2: 0.111111 (dimensionless)
Bell/Werner threshold: 0.333333 (dimensionless)
Braunstein bound / eps: 1.6669e+04 (ratio)
Werner threshold / eps: 5.0008e+04 (ratio)
lowest partial-transpose eigenvalue: 0.24999500 (dimensionless)
same for pure Bell state: -0.5000 (dimensionless)
CHSH, normalised deviation: 2.828427 (dimensionless)
CHSH, true state: 1.8853e-05 (dimensionless)
36 x six-axis weight, minimum: 0.99994001 (dimensionless)
36 x six-axis weight, maximum: 1.00005999 (dimensionless)
total weight of 3 phase states: 1.3331e-05 (probability)
weight of basis state 00: 0.24999833 (probability)
weight of basis state 01: 0.24999500 (probability)
weight of basis state 10: 0.24999500 (probability)
weight of basis state 11: 0.24999833 (probability)
onset polarisation, Bell pseudopure: 0.414214 (dimensionless)
onset temperature at this frequency: 6.806 mK
p safe for any unitary, n=2: 0.05719 (dimensionless)
PT eigenvalue, Bell gate on thermal p=0.9: -0.4025 (dimensionless)
n | pseudopure eps | any-unitary eps | Braunstein | cat threshold
2 | 6.666e-06 | 2.000e-05 | 1.111e-01 | 3.333e-01
3 | 4.285e-06 | 2.999e-05 | 3.030e-02 | 2.000e-01
7 | 5.511e-07 | 6.999e-05 | 1.221e-04 | 1.538e-02
8 | 3.137e-07 | 7.998e-05 | 3.052e-05 | 7.752e-03
13 | 1.587e-08 | 1.300e-04 | 2.980e-08 | 2.441e-04
14 | 8.545e-09 | 1.400e-04 | 7.451e-09 | 1.221e-04
largest n guaranteed separable, pseudopure: 13 spins
largest n guaranteed separable, any unitary: 7 spins
smallest n for an entangled pseudopure cat: 109880 spins
```
